# Energy derivatives and frontier eigenvalues in Kohn-Sham, generalized Kohn-Sham and OEP calculations: test program

```python
"""
Result under test, for N electrons with a fractionally filled frontier orbital f:
  explicit density functional or generalized Kohn-Sham (GKS): dE/dN = eps_f
  optimized effective potential (OEP): dE/dN = eps_f + <f| v_nl - v_loc |f>
eps_f: frontier eigenvalue; v_nl: nonlocal exchange operator;
v_loc: local exchange potential of the OEP calculation.
Model: spin-polarized electrons in one dimension, soft-Coulomb interaction,
Hartree atomic units. Energies are differentiated numerically in N after full
self-consistency, and compared with eigenvalues and matrix elements.
OEP potentials are aligned to the tail -n_f/|x| that vanishes at infinity.
"""
import numpy as np
from scipy.linalg import eigh, solve
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
charge, half_width, spacing = 4.0, 7.0, 0.25
x = np.arange(-half_width, half_width + spacing / 2, spacing)
size = len(x)
kinetic = (np.eye(size) - 0.5 * np.eye(size, k=1)
           - 0.5 * np.eye(size, k=-1)) / spacing**2
v_ext = -charge / np.sqrt(x**2 + 1)
w = 1 / np.sqrt((x[:, None] - x[None, :])**2 + 1)
w_edge = 1 / np.sqrt(half_width**2 + 1)

# Homogeneous-gas exchange for the same interaction, by midpoint quadrature
u = (np.arange(2000) + 0.5) * 0.05
wu = 0.05 / np.sqrt(u**2 + 1)


def lda_energy_density(n):
    return -(np.sin(np.pi * np.outer(n, u)) / (np.pi * u))**2 @ wu


def lda_potential(n):
    return -(np.sin(2 * np.pi * np.outer(n, u)) / (np.pi * u)) @ wu


def occupations(number):
    return np.clip(number - np.arange(size), 0.0, 1.0)


def frontier_index(number):
    return int(np.ceil(number - 1e-9)) - 1


def total_energy(gamma, mix):
    """mix = fraction of exact exchange; the rest is local-density exchange."""
    q = np.diag(gamma)
    energy = np.sum(kinetic * gamma) + v_ext @ q + 0.5 * q @ w @ q
    energy -= 0.5 * mix * np.sum(gamma**2 * w)
    if mix < 1:
        energy += (1 - mix) * spacing * np.sum(lda_energy_density(q / spacing))
    return energy


def gks_operator(gamma, mix):
    q = np.diag(gamma)
    local = v_ext + w @ q
    if mix < 1:
        local = local + (1 - mix) * lda_potential(q / spacing)
    return kinetic + np.diag(local) - mix * gamma * w


def solve_gks(number, mix):
    occ = occupations(number)
    operator = kinetic + np.diag(v_ext)
    for _ in range(1000):
        eps, phi = eigh(operator)
        gamma = (phi * occ) @ phi.T
        change = gks_operator(gamma, mix) - operator
        if np.max(np.abs(change)) < 1e-10:
            return {"E": total_energy(gamma, mix), "eps": eps}
        operator = operator + 0.3 * change
    raise RuntimeError("GKS iteration did not converge")


def local_exchange(eps, phi, occ, v_nl):
    """Solve the OEP equation; rows and columns are scaled by sqrt(density)."""
    q = (phi**2) @ occ
    root = np.sqrt(q)
    response = np.zeros((size, size))
    source = np.zeros(size)
    for i in np.flatnonzero(occ > 0):
        gap = eps[i] - eps
        gap[i] = 1.0
        weight = 2 * occ[i] / gap
        weight[i] = 0.0
        pair = phi[:, [i]] * phi
        response += (pair * weight) @ pair.T
        source += pair @ (weight * (phi.T @ (v_nl @ phi[:, i])))
    unit = root / np.linalg.norm(root)
    matrix = -response / np.outer(root, root) + np.outer(unit, unit)
    return solve(matrix, -source / root) / root


def solve_oep(number):
    occ = occupations(number)
    f = frontier_index(number)
    v_s = v_ext.copy()
    for _ in range(1000):
        eps, phi = eigh(kinetic + np.diag(v_s))
        gamma = (phi * occ) @ phi.T
        q = np.diag(gamma)
        v_nl = -gamma * w
        v_loc = local_exchange(eps, phi, occ, v_nl)
        change = v_ext + w @ q + v_loc - v_s
        if np.max(np.abs(change) * np.sqrt(q)) < 1e-9:
            break
        v_s = v_s + 0.3 * change
    else:
        raise RuntimeError("OEP iteration did not converge")
    v_loc = v_s - v_ext - w @ q
    shift = -occ[f] * w_edge - 0.5 * (v_loc[0] + v_loc[-1])
    v_loc = v_loc + shift
    element = np.sum(phi * ((v_nl - np.diag(v_loc)) @ phi), axis=0)
    return {"E": total_energy(gamma, 1.0), "eps": eps + shift, "phi": phi,
            "gamma": gamma, "v_s": v_s + shift, "v_loc": v_loc,
            "element": element}


def central_slope(solver, number, step=0.002):
    return (solver(number + step)["E"] - solver(number - step)["E"]) / (2 * step)


def one_sided_slope(solver, number, step):
    e0, e1, e2 = (solver(number + k * step)["E"] for k in range(3))
    return (-3 * e0 + 4 * e1 - e2) / (2 * step)


print(f"nuclear charge {charge:.1f} e, softening length 1.0 bohr")
print(f"grid {-half_width:.1f} to {half_width:.1f} bohr, "
      f"spacing {spacing:.2f} bohr, {size} points")

# GKS and explicit density functional
number = 2.5
f = frontier_index(number)
hf_energy = None
for name, mix in (("LDA exchange", 0.0), ("25% hybrid GKS", 0.25),
                  ("Hartree-Fock GKS", 1.0)):
    def solver(n, mix=mix):
        return solve_gks(n, mix)
    state = solver(number)
    slope = central_slope(solver, number)
    print(f"{name}, N=2.5: E = {state['E']:.6f} hartree")
    print(f"  dE/dN = {slope:.6f}, eps_f = {state['eps'][f]:.6f} hartree")
    assert abs(slope - state["eps"][f]) < 2e-5
    integer = solver(2.0)
    left = one_sided_slope(solver, 2.0, -1e-4)
    right = one_sided_slope(solver, 2.0, 1e-4)
    print(f"  N=2 left: dE/dN = {left:.5f}, "
          f"HOMO = {integer['eps'][1]:.5f} hartree")
    print(f"  N=2 right: dE/dN = {right:.5f}, "
          f"LUMO = {integer['eps'][2]:.5f} hartree")
    assert abs(left - integer["eps"][1]) < 1e-4
    assert abs(right - integer["eps"][2]) < 1e-4
    if mix == 1.0:
        hf_energy = state["E"]

# OEP at fractional electron number
state = solve_oep(number)
slope = central_slope(solve_oep, number)
predicted = state["eps"][f] + state["element"][f]
orbital = state["phi"][:, f]
projector = np.outer(orbital, orbital)
frozen = (total_energy(state["gamma"] + 0.01 * projector, 1.0)
          - total_energy(state["gamma"] - 0.01 * projector, 1.0)) / 0.02
print(f"OEP exact exchange, N=2.5: E = {state['E']:.6f} hartree")
print(f"  E(OEP) - E(Hartree-Fock) = {state['E'] - hf_energy:.6f} hartree")
print(f"  dE/dN = {slope:.6f} hartree")
print(f"  fixed-orbital dE/dn_f = {frozen:.6f} hartree")
print(f"  eps_f = {state['eps'][f]:.6f} hartree")
print(f"  frontier matrix element = {state['element'][f]:.6f} hartree")
print(f"  eps_f + element = {predicted:.6f} hartree")
assert abs(slope - predicted) < 2e-5
assert abs(frozen - predicted) < 1e-7
assert state["E"] > hf_energy
assert abs(state["element"][f]) < 0.03

# The OEP energy is a minimum with respect to the local potential
rises = []
for shape in (np.cos(x), np.sin(x), np.exp(-x**2)):
    for sign in (-1, 1):
        trial = eigh(kinetic + np.diag(state["v_s"] + 0.05 * sign * shape))[1]
        trial_gamma = (trial * occupations(number)) @ trial.T
        rises.append(total_energy(trial_gamma, 1.0) - state["E"])
print(f"  smallest energy rise, 6 trial potentials = {min(rises):.3e} hartree")
assert min(rises) > 0

# OEP on both sides of the integer
integer = solve_oep(2.0)
left = one_sided_slope(solve_oep, 2.0, -1e-4)
right = one_sided_slope(solve_oep, 2.0, 1e-4)
homo, lumo = integer["eps"][1], integer["eps"][2]
homo_element, delta = integer["element"][1], integer["element"][2]
print(f"OEP exact exchange, N=2: E = {integer['E']:.6f} hartree")
print(f"  left dE/dN = {left:.5f} hartree")
print(f"  HOMO = {homo:.5f}, its element = {homo_element:.5f} hartree")
print(f"  HOMO + element = {homo + homo_element:.5f} hartree")
print(f"  right dE/dN = {right:.5f} hartree")
print(f"  LUMO = {lumo:.5f}, its element Delta = {delta:.5f} hartree")
print(f"  LUMO + Delta = {lumo + delta:.5f} hartree")
print(f"  Delta = {delta * HARTREE_EV:.3f} eV")
print(f"  OEP eigenvalue gap = {lumo - homo:.5f} hartree")
print(f"  derivative gap (right - left) = {right - left:.5f} hartree")
assert abs(left - homo - homo_element) < 1e-4
# The right-hand limit is approached non-uniformly in the density tail
assert abs(right - lumo - delta) < 1e-3
assert abs(homo_element) < 0.01
assert delta > 0.05

# Just above the integer the aligned frontier eigenvalue has jumped
above = solve_oep(2.05)
jump = above["eps"][2] - lumo
print(f"OEP, N=2.05: eps_f = {above['eps'][2]:.5f} hartree")
print(f"  its frontier element = {above['element'][2]:.5f} hartree")
print(f"  jump of third eigenvalue from N=2 = {jump:.5f} hartree")
assert abs(jump - delta) < 0.3 * delta

print("verified")
```

Output:

```
nuclear charge 4.0 e, softening length 1.0 bohr
grid -7.0 to 7.0 bohr, spacing 0.25 bohr, 57 points
LDA exchange, N=2.5: E = -4.938647 hartree
  dE/dN = -0.546745, eps_f = -0.546745 hartree
  N=2 left: dE/dN = -1.20967, HOMO = -1.20967 hartree
  N=2 right: dE/dN = -0.67704, LUMO = -0.67704 hartree
25% hybrid GKS, N=2.5: E = -4.934802 hartree
  dE/dN = -0.543727, eps_f = -0.543727 hartree
  N=2 left: dE/dN = -1.26955, HOMO = -1.26955 hartree
  N=2 right: dE/dN = -0.63544, LUMO = -0.63544 hartree
Hartree-Fock GKS, N=2.5: E = -4.924164 hartree
  dE/dN = -0.531626, eps_f = -0.531626 hartree
  N=2 left: dE/dN = -1.45541, HOMO = -1.45541 hartree
  N=2 right: dE/dN = -0.51964, LUMO = -0.51964 hartree
OEP exact exchange, N=2.5: E = -4.923882 hartree
  E(OEP) - E(Hartree-Fock) = 0.000282 hartree
  dE/dN = -0.531446 hartree
  fixed-orbital dE/dn_f = -0.531446 hartree
  eps_f = -0.516158 hartree
  frontier matrix element = -0.015288 hartree
  eps_f + element = -0.531446 hartree
  smallest energy rise, 6 trial potentials = 2.543e-04 hartree
OEP exact exchange, N=2: E = -4.660776 hartree
  left dE/dN = -1.45278 hartree
  HOMO = -1.44662, its element = -0.00616 hartree
  HOMO + element = -1.45278 hartree
  right dE/dN = -0.51170 hartree
  LUMO = -0.89429, its element Delta = 0.38259 hartree
  LUMO + Delta = -0.51170 hartree
  Delta = 10.411 eV
  OEP eigenvalue gap = 0.55233 hartree
  derivative gap (right - left) = 0.94108 hartree
OEP, N=2.05: eps_f = -0.50026 hartree
  its frontier element = -0.02090 hartree
  jump of third eigenvalue from N=2 = 0.39403 hartree
verified
```
